# Multiple marginal Bohm roots with two Maxwellian electron populations, part 2

When can a plasma with cold and hot Boltzmann electrons meet the marginal Bohm condition at more than one potential drop, and which root is the sheath edge? Singly charged ions of mass $M$ fall without collisions from rest at zero potential. At potential $-V$ their speed $u$ obeys $Mu^2=2eV$. The flow converges spherically (radius $r$) on a negative collector, with a thin sheath in which the ion flux density is constant. With $z$ the distance towards the collector,

$$
\frac{d^2V}{dz^2}=\frac{e}{\varepsilon_0}(n_i-n_e). \tag{3}
$$

Temperatures $T_c<T_h$ are energies. The densities are $n_i$ for ions and $n_e=n_c+n_h$ for electrons; subscript 0 means $V=0$. Let $\eta=eV/T_c$, $\tau=T_h/T_c$ and $\alpha=n_{h0}/n_{c0}$. The quasineutral ion flux density is proportional to

$$
F(\eta)=\sqrt\eta\left(e^{-\eta}+\alpha e^{-\eta/\tau}\right). \tag{9}
$$

The marginal condition is $F'=0$. A first derivation solved it for the density ratio, $\alpha=A(\eta)$. With $x=2\eta$, the turning points of $A$ obey $(x-1)(\tau-x)=2\tau$. Several roots need $\tau>5+\sqrt{24}$ and $\alpha$ in a finite window.

The second derivation uses $a=T_c/T$ for each group (1 for cold, $1/\tau$ for hot) and the local fractions $p_j=n_j/n_e$:

$$
g=\sum_jp_ja_j,\qquad
\sigma^2=\sum_jp_ja_j^2-g^2. \tag{25}
$$

The effective electron temperature is $yT_c$, where

$$
y=\frac1g, \tag{26}
$$

and the marginal condition reads

$$
2\eta=y. \tag{27}
$$

The slope of $y$ is

$$
\frac{dy}{d\eta}=-\frac1{g^2}\frac{dg}{d\eta}
=\frac{\sigma^2}{g^2}. \tag{30}
$$

Extra roots need a region where this slope exceeds 2.

The argon example has $T_c=0.25$ eV, $T_h=4$ eV, $\tau=16$ and $\alpha=0.2$, inside the window from 0.143 to 0.621. Its roots are at 0.168, 1.317 and 1.877 V, with ion speeds 901, 2522 and 3011 m/s.

### The largest possible slope

For two groups, $a$ is either 1 or $1/\tau$, so the product $(1-a)(a-1/\tau)$ vanishes for every electron. Its average vanishes too:

$$
\left(1+\frac1\tau\right)g-\frac1\tau-\sum_jp_ja_j^2=0. \tag{31}
$$

Replacing the last sum by $\sigma^2+g^2$ and factorising gives

$$
\sigma^2=(1-g)\left(g-\frac1\tau\right). \tag{32}
$$

Divide by $g^2$ and use $y=1/g$. The first factor becomes $y-1$ and the second $1-y/\tau$, so that

$$
\frac{dy}{d\eta}=\frac{(y-1)(\tau-y)}{\tau}. \tag{33}
$$

This is a logistic equation. The effective temperature passes from near $T_c$, when cold electrons dominate, to near $T_h$, when hot ones do. Its slope is greatest midway, at $y=(\tau+1)/2$, where

$$
\left(\frac{dy}{d\eta}\right)_{\max}=\frac{(\tau-1)^2}{4\tau}. \tag{34}
$$

At this point $g=2/(\tau+1)$. Solving $p_c+(1-p_c)/\tau=2/(\tau+1)$ gives $p_c=1/(\tau+1)$, so $n_h/n_c=\tau$ and hence $n_h/T_h=n_c/T_c$. The effective temperature changes fastest where the two groups contribute equally to the electron response in the Bohm condition.

### Counting the roots

Define $D(\eta)=2\eta-y(\eta)$. A root is a zero of $D$. At the start $D(0)=-y(0)<0$. Because $y$ never exceeds $\tau$, $D$ becomes positive at large $\eta$, so at least one root exists. Its slope is $D'=2-dy/d\eta$.

If $(\tau-1)^2/(4\tau)<2$, then $D'>0$ everywhere and the root is unique. At equality $D'$ vanishes at one point at most, because $y$ increases and passes its midpoint only once. $D$ still increases, and the root is again unique. Several roots therefore require

$$
\frac{(\tau-1)^2}{4\tau}>2
\ \Longleftrightarrow\ \tau^2-10\tau+1>0, \tag{35}
$$

which for $\tau>1$ means $\tau>5+\sqrt{24}$.

The converse follows from the same picture. The local density ratio is $n_h/n_c=\alpha e^{\eta(1-1/\tau)}$. By choice of $\alpha$ it can be made equal to $\tau$ at $\eta=(\tau+1)/4$. At that point $y=(\tau+1)/2=2\eta$, so it is a root. Above threshold $D'<0$ there, so $D$ is positive just before it and negative just after. Since $D$ starts negative and ends positive, there is another root on each side. There cannot be more than three, because $D'$ vanishes for two values of $y$, each reached at most once, and between two neighbouring zeros of $D$ its derivative must vanish.

The two derivations meet at a merging pair of roots. There $y=2\eta=x$ and $dy/d\eta=2$, and (33) becomes $(x-1)(\tau-x)=2\tau$, the turning-point condition of the first half.

In the argon example the greatest slope is $15^2/(4\times16)=3.516$, comfortably above 2. At the three roots $y=2\eta$ equals 1.344, 10.537 and 15.017. Equation (33) gives slopes of about 0.32, 3.26 and 0.86. The middle root is the one at which the effective temperature $yT_c$ overtakes $Mu^2$, twice the kinetic energy of an ion.

### Which root is the sheath edge

Having three roots does not mean having three sheaths. From $F=\sqrt\eta\,n_e/n_{c0}$,

$$
\frac{F'}{F}=\frac1{2\eta}-\frac1y, \tag{36}
$$

which has the sign of $-D$. The outer two roots of the three are therefore maxima of $F$, and the middle one is a minimum. In the example the values of $F$ are 0.5758, 0.3421 and 0.3443.

Coming from the plasma, the flow meets the first maximum at 0.168 V. Consider a thin sheath that starts there with flux $F_1$. Its ion density is $n_{c0}F_1/\sqrt\eta$, so

$$
\frac{n_i-n_e}{n_{c0}}=\frac{F_1-F(\eta)}{\sqrt\eta}. \tag{37}
$$

Here $F_1$ is the highest value of $F$, and the space charge beyond the edge is positive. Poisson's equation then makes the field grow steadily towards the collector. The edge is at the first root; the other two are crossed inside the sheath, where quasineutrality no longer holds and they mark no boundary.

At this edge the relative density is $e^{-0.672}+0.2e^{-0.042}=0.7025$, or $7.0\times10^9$ cm$^{-3}$ for a cold density of $10^{10}$ cm$^{-3}$ at the start. Multiplication by the ion charge and the speed of 901 m/s gives a current density of 0.101 mA/cm$^2$. The effective temperature is $1.344\times0.25=0.336$ eV, much closer to the cold value than to the hot one.

A larger hot fraction can reverse the order of the maxima. At a stationary point a small change of $\eta$ does not alter $F$ to first order, so each extremal value changes with $\alpha$ at the rate $\sqrt\eta\,e^{-\eta/\tau}$. This increases with $\eta$ up to $\tau/2$, and the maximum at the third root therefore gains on the one at the first root as $\alpha$ grows. With $\tau$ held at 16 they are equal at $\alpha=0.473$. At $\alpha=0.5$ a thin sheath started at the first root meets negative space charge, reaching $-0.0072\,en_{c0}$. The field then no longer grows steadily, and the root count alone does not select the structure. The first integral of (3) helps: the square of the field is proportional to $\int(n_i-n_e)\,d\eta$ taken from the first root. At $\alpha=0.5$ this integral stays positive, so the field only weakens for a while and the potential still falls monotonically to the collector. The integral first returns to zero at $\alpha\approx0.51$. Above that value a thin monotone sheath from the first root is impossible, and the structure must be found from the full Poisson equation.

### What the two derivations assume

Both derivations use Boltzmann electrons, ions of a single energy at each potential, and a thin sheath. They differ in what they need to know about the electron mixture.

The first needs two groups, because it isolates the one density ratio $\alpha$. In return it gives the window of $\alpha$ explicitly and shows how narrow that window is near threshold.

The second needs less for uniqueness. Suppose there are several Maxwellian groups, all with temperatures between $T_c$ and $T_h$. Then $(1-a)(a-1/\tau)\ge0$ for each, the average in (31) is non-negative, and (32) becomes an upper bound on $\sigma^2$. The slope of $y$ is still at most $(\tau-1)^2/(4\tau)$. No such mixture can have several roots unless its extreme temperatures differ by a factor above $5+\sqrt{24}$. Two groups can reach the bound, so the threshold cannot be raised for the whole class.

Neither derivation truly needs the ions to start at rest; they need a common starting energy. If this energy is $\epsilon T_c$, the marginal condition is $2(\eta+\epsilon)=y$. The left side still has slope 2, so the necessary condition is unchanged. With $\eta+\epsilon$ as the new variable, the problem is the old one with $\alpha$ replaced by $\alpha e^{-\epsilon(1-1/\tau)}$, apart from the requirement $\eta>0$, which can remove roots if $\epsilon$ is large. For a starting energy equal to $kT=0.026$ eV at 300 K, the example's roots move to 0.138, 1.361 and 1.829 V. A spread of ion energies is a different matter: the ion response is then no longer $1/(2\eta)$, and the threshold derived here does not apply as it stands. This includes a plane discharge in which ions are born throughout the presheath.

### The argon case beside a real discharge

The parameters represent a low-pressure capacitive discharge at 5 mTorr and 300 K, with a spherical sheath edge of radius 5 mm. The temperatures and density are rough typical values. The hot share, one electron in six, is on the high side; at one in ten, or $\alpha\approx0.11$, with the temperatures held fixed, the example falls below its window and has a single root. The temperatures matter as much: with a cold group at 0.3 eV instead of 0.25 eV and $\alpha=0.2$ there is again a single root, and a pair such as 0.34 and 3.1 eV lies below the threshold altogether. The sphere is much larger than an ordinary probe tip, and it is assumed to follow any radio-frequency swing of the plasma potential.

Purely radial fall is a doubtful assumption here. Thermal ions carry angular momentum, and their transverse energy grows as $1/r^2$ on the way in. Starting where $eV=kT$, at 1.276 edge radii, a mean transverse energy $kT$ grows to 0.042 eV at the edge. Starting one free path outside the edge, it grows to 0.130 eV. The energy gained from the field up to the edge is only 0.168 eV. At fixed edge potential, and ignoring any initial radial energy, energy conservation leaves about 0.13 eV or 0.06 eV for radial motion, which lowers the radial speed of an ion of mean transverse energy by roughly 13 or 40 percent. In the second case about a fifth of the thermal ions are turned back before they reach the edge. The calculated edge potential and current are therefore illustrations of the model, not predictions for a probe.

Other neglected effects can be estimated too. With a rough collision cross-section of $10^{-18}$ m$^2$ the free path is 6.2 mm, and an ion makes about 0.22 collisions over the last 1.4 mm before the sheath edge. The momentum-transfer cross-section of argon ions at these low energies is nearer 1.5 to $2\times10^{-18}$ m$^2$, which would shorten the path to 3 or 4 mm and raise the count to 0.3 to 0.5. Ionization along that path, estimated from a rough cross-section, adds about 8 percent of the edge flux. Counted from one free path outside the edge, the same estimate gives about 80 percent, so a flow without sources is a poor description of this discharge farther out.

The cold Debye length is 0.7 percent of the edge radius, which supports a quasineutral plasma outside the edge. It does not make the whole sheath thin. To turn back nearly all the 4 eV electrons, the collector must lie some 15 to 20 V below the starting potential. Integrating Poisson's equation in spherical geometry then gives a sheath about a quarter of the edge radius thick (0.23 at 15 V, 0.26 at 20 V), and the ion flux density rises by a factor of 1.7 to 1.8 across it. At the nominal edge radius the drop is then about 0.13 V rather than 0.168 V, because the edge is blurred into a transition layer. The convergence adds positive charge, so it does not upset the choice of the first root at $\alpha=0.2$. For this sphere the space charge inside the edge radius stays positive even at $\alpha=0.5$ to 0.6, so the negative charge found earlier belongs to the thin-sheath limit, which is only rough here. The free path, the Debye length and the ionization over the shorter path are listed with their inputs in the numerical output that follows.

## Computed values

```
critical Th/Tc, formula: 9.898979
critical Th/Tc, triple extremum: 9.898979
critical eta: 2.72474; alpha: 0.85465
largest root count in alpha scan, Th/Tc=2: 1
largest root count in alpha scan, Th/Tc=5: 1
largest root count in alpha scan, Th/Tc=9.8: 1
largest root count in alpha scan, Th/Tc=10: 3
input Tc, Th: 0.25, 4 eV; ratio 16
input cold density: 1.0e+10 cm^-3
input alpha: 0.2; gas 5 mTorr, 300 K
input edge radius: 5 mm
input argon ion mass: 39.948 u
turning points eta: 1.7878, 6.7122
alpha window, formula: 0.14277 to 0.62061
alpha window, counted: 0.14277 to 0.62061
largest Var/mean^2 of 1/T: 3.5156
root 1: eta 0.6720, V 0.1680 V, speed 901 m/s, F 0.5758
root 2: eta 5.2685, V 1.3171 V, speed 2522 m/s, F 0.3421
root 3: eta 7.5083, V 1.8771 V, speed 3011 m/s, F 0.3443
alpha for equal flux maxima: 0.47301
comparison alpha: 0.5; minimum charge/(e nc0): -0.00722
actual edge density: 7.025e+09 cm^-3
edge ion current density: 0.1014 mA/cm^2
gas thermal energy kT: 0.0259 eV
roots with start energy kT: 0.1376, 1.3610, 1.8286 V
radius where eV=kT / edge radius: 1.276
transverse energy, start at eV=kT: 0.042 eV
transverse energy, start one free path out: 0.130 eV
rough collision cross-section: 1.0e-18 m^2
ion free path: 6.21 mm
fall path from eV=kT: 1.38 mm; collisions 0.22
cold Debye length: 0.0372 mm; / radius 0.0074
rough ionization threshold: 15.8 eV
rough cross-section slope: 1.5e-21 m^2/eV
ionization source / edge flux: 0.084
```
